# Translation Selection Rule for Polar and Zone-Boundary Mode Coupling

## What goes wrong without the rule

Suppose that the energy of a fluorite-type crystal, the structure of the cubic parent phase of hafnia, is expanded in a polar displacement $P$ and two zone-boundary distortions $Q_1$ and $Q_2$. A term $\gamma PQ_1Q_2$ beside the elastic term $\tfrac12KP^2$ would give

$$P=-\frac{\gamma Q_1Q_2}{K},$$

so that two non-polar distortions would together create a polar one. Now let $Q_1$ belong to the point $X_z$ and $Q_2$ to the point $X_x$ of the Brillouin zone. There is a lattice translation that reverses the sign of $Q_1$ and leaves $Q_2$ unchanged. It turns the distorted crystal into the same crystal, merely displaced, yet the formula now predicts the opposite $P$. One crystal would have two opposite polar displacements. The contradiction disappears only if $\gamma=0$ for this pair. The theorem below says for which pairs such a term can survive.

## Setting and conventions

The reference structure is periodic, with primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and lattice vectors $\mathbf R=\sum_i n_i\mathbf a_i$. The vectors $\mathbf b_i$ satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A reciprocal lattice vector $\mathbf G$ is an integer combination of the $\mathbf b_i$; equivalently, $\mathbf G\cdot\mathbf R$ is a multiple of $2\pi$ for every $\mathbf R$.

Let $u(\mathbf R)$ collect the displacements of all atoms in cell $\mathbf R$. The energy $E[u]$ is a smooth function of these classical displacements. There is no external field, and periodic boundary conditions close the crystal after $N=N_1N_2N_3$ cells. A mode of wavevector $\mathbf k$ and amplitude $Q$ is

$$u(\mathbf R)=Q\,v(\mathbf R),\qquad v(\mathbf R)=e\,\mathrm e^{i\mathbf k\cdot\mathbf R},$$

where $e$ is the displacement pattern within a cell. Real displacements require $Q(-\mathbf k)=Q(\mathbf k)^*$ when the patterns at $\pm\mathbf k$ are chosen as complex conjugates. The polar mode has $\mathbf k=0$, so its pattern $p$ is the same in every cell.

The coupling per cell is the mixed third derivative

$$\gamma=\frac1N D^3E[p,v_1,v_2],\qquad D^3E[p,v_1,v_2]=\sum_{abc}\frac{\partial^3E}{\partial u_a\partial u_b\partial u_c}\bigg|_{0}p_a v_{1b}v_{2c},$$

where $a,b,c$ run over all displacement components. This expression is linear in each pattern, so complex patterns may be inserted. For three different modes, the Taylor factor $1/3!$ cancels the $3!$ orderings, and the energy per cell contains $\gamma PQ_1Q_2$. If the second and third modes coincide, the term is $\tfrac12\gamma PQ_1^2$. "Linear coupling" thus means linear in $P$ and bilinear in the two other amplitudes.

## The theorem

**Lemma 1.** Let $T_{\mathbf S}$ move a displacement field by the lattice vector $\mathbf S$, so that $(T_{\mathbf S}u)(\mathbf R)=u(\mathbf R-\mathbf S)$. Then $T_{\mathbf S}v=\mathrm e^{-i\mathbf k\cdot\mathbf S}v$ for a mode of wavevector $\mathbf k$, and $T_{\mathbf S}p=p$.

*Proof.* By substitution,

$$(T_{\mathbf S}v)(\mathbf R)=e\,\mathrm e^{i\mathbf k\cdot(\mathbf R-\mathbf S)}=\mathrm e^{-i\mathbf k\cdot\mathbf S}v(\mathbf R).$$

For $\mathbf k=0$ the factor is one. $\square$

**Theorem.** If $\gamma\neq0$, then $\mathbf k_1+\mathbf k_2=\mathbf G$ for some reciprocal lattice vector $\mathbf G$ of the reference structure.

*Proof.* Moving all displacements by a lattice vector gives the same crystal in another place, hence $E[T_{\mathbf S}u]=E[u]$. The map $T_{\mathbf S}$ is linear and leaves $u=0$ unchanged. Differentiating three times at $u=0$ therefore gives

$$D^3E[T_{\mathbf S}p,T_{\mathbf S}v_1,T_{\mathbf S}v_2]=D^3E[p,v_1,v_2].$$

Lemma 1 and linearity take the phases out of the left side. After division by $N$,

$$\left[1-\mathrm e^{-i(\mathbf k_1+\mathbf k_2)\cdot\mathbf S}\right]\gamma=0\qquad\text{for every }\mathbf S.$$

If $\gamma\neq0$, the bracket vanishes for every $\mathbf S$. Write $\mathbf k_1+\mathbf k_2=\sum_i\kappa_i\mathbf b_i$ and choose $\mathbf S=\mathbf a_i$. The condition $\mathrm e^{-2\pi i\kappa_i}=1$ makes each $\kappa_i$ an integer. $\square$

The proof uses neither point symmetry nor small forces in the reference structure, and the modes need not lie on the zone boundary. It also works at any order: a monomial in several amplitudes can occur only if the wavevectors of its factors, counted with their powers, sum to some $\mathbf G$.

## The same result from force constants

A second proof shows where the forbidden terms go and what remains of the allowed ones. Let $H(\mathbf R,\mathbf R')$ be the matrix of second derivatives of $E$ between cells $\mathbf R$ and $\mathbf R'$, and let

$$M(\mathbf R,\mathbf R')=\frac{\partial H(\mathbf R,\mathbf R')}{\partial P}\bigg|_0 .$$

A uniform polar displacement keeps the crystal periodic, so $M(\mathbf R,\mathbf R')=M(0,\mathbf R'-\mathbf R)$.

**Lemma 2.** For wavevectors allowed by the boundary conditions, $\sum_{\mathbf R}\mathrm e^{i\mathbf q\cdot\mathbf R}$ equals $N$ if $\mathbf q$ is a reciprocal lattice vector, and zero otherwise.

*Proof.* Write $\mathbf q=\sum_i(m_i/N_i)\mathbf b_i$ with integer $m_i$. The sum is a product of three geometric series. If $m_i/N_i$ is an integer, every term of series $i$ is one and the series gives $N_i$. Otherwise

$$\sum_{n=0}^{N_i-1}\mathrm e^{2\pi i m_in/N_i}=\frac{\mathrm e^{2\pi i m_i}-1}{\mathrm e^{2\pi i m_i/N_i}-1}=0,$$

because the numerator vanishes and the denominator does not. $\square$

With $\mathbf R'=\mathbf R+\mathbf S$, the coupling becomes

$$\begin{aligned}
\gamma&=\frac1N\sum_{\mathbf R,\mathbf R'}\mathrm e^{i\mathbf k_1\cdot\mathbf R+i\mathbf k_2\cdot\mathbf R'}\,e_1^{T}M(\mathbf R,\mathbf R')e_2\\
&=\left[\frac1N\sum_{\mathbf R}\mathrm e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf R}\right]e_1^{T}\left[\sum_{\mathbf S}\mathrm e^{i\mathbf k_2\cdot\mathbf S}M(0,\mathbf S)\right]e_2 .
\end{aligned}$$

The first bracket is one or zero. Individual cells may well have a nonzero coupling when the rule forbids the total: their contributions carry different phases and cancel. When the rule is obeyed, all cells contribute equally, and the second bracket decides whether anything is left.

## Zone-boundary points of the fcc lattice

For cubic lattice constant $a$, take $\mathbf a_1=\tfrac a2(0,1,1)$, $\mathbf a_2=\tfrac a2(1,0,1)$ and $\mathbf a_3=\tfrac a2(1,1,0)$. The components $\kappa_i=\mathbf k\cdot\mathbf a_i/2\pi$ are

- $X_z=\tfrac{2\pi}{a}(0,0,1)$: $\kappa=(\tfrac12,\tfrac12,0)$;
- $X_x=\tfrac{2\pi}{a}(1,0,0)$: $\kappa=(0,\tfrac12,\tfrac12)$;
- $W=\tfrac{2\pi}{a}(1,\tfrac12,0)$: $\kappa=(\tfrac14,\tfrac12,\tfrac34)$.

Two modes at $X_z$ have the sum $(1,1,0)$ and may couple to $P$. A mode at $X_z$ and one at $X_x$ have the sum $(\tfrac12,1,\tfrac12)$ and may not. The translation $\mathbf a_1$ exposes the contradiction described at the start, since it reverses $X_z$ modes but not $X_x$ modes. Two modes at the same $W$ have the sum $(\tfrac12,1,\tfrac32)$ and are forbidden too, whereas $W$ and $-W$ are allowed. "Same zone-boundary point" is therefore the right condition only where $2\mathbf k=\mathbf G$.

These cases were checked in a fluorite-type model with $4\times4\times4$ primitive cells, specified below. The matrix $\partial H/\partial P$ was projected on all 4096 pairs of wavevectors, and the norm of each block was taken over all patterns within a cell. The 64 pairs with $\mathbf k_1+\mathbf k_2=\mathbf G$ have norms of at least 1.74 hartree/bohr³; the others stay below $3\times10^{-14}$ in the same unit, which is rounding error. A nonzero norm means that some patterns at these wavevectors couple, not that all do.

To separate translations from point symmetry, the lattice was also strained and the anions were shifted equally in every cell. The smallest allowed norm is then 1.60 hartree/bohr³, and the largest forbidden one is still only $1.7\times10^{-13}$.

## When the reference lattice changes

**Defects.** If one bond is altered, $M(\mathbf R,\mathbf R')$ no longer depends on $\mathbf R'-\mathbf R$ alone, and the phase sum cannot be factored out. With the depth of one cation–anion bond potential doubled, every formerly forbidden block has a norm of at least 0.011 hartree/bohr³. One fixed local change contributes to $\gamma$ in proportion to $1/N$, because $\gamma$ is an average over cells.

**Corollary (frozen distortion).** If a distortion at $X_z$ is frozen into the reference structure, the rule becomes $\mathbf k_1+\mathbf k_2=\mathbf G$ or $\mathbf k_1+\mathbf k_2=X_z+\mathbf G$, with $\mathbf G$ still taken from the original lattice.

*Proof.* The distortion survives a translation $\sum_in_i\mathbf a_i$ if $n_1+n_2$ is even. The theorem now applies with $\mathbf a_3$, $\mathbf a_1+\mathbf a_2$ and $\mathbf a_1-\mathbf a_2$, which generate these translations. Hence $\kappa_3$, $\kappa_1+\kappa_2$ and $\kappa_1-\kappa_2$ are integers. Adding the last two shows that $2\kappa_1$ is an integer. Thus $\kappa_1$ and $\kappa_2$ are either both integers or both half-integers, which are the two stated cases. $\square$

For a frozen amplitude of 0.1 bohr, the smallest norm in the new class is 0.35 hartree/bohr³, while the pairs outside both classes remain zero to rounding. As an example, $X_y$ has $\kappa=(\tfrac12,0,\tfrac12)$, so $X_x+X_y=X_z+\mathbf G$. Two modes that cannot couple linearly to $P$ in the cubic parent may do so in the distorted one. In the cubic expansion this is a fourth-order term, $P$ times one amplitude from each of the three $X$ points. A statement that a coupling is allowed must therefore name the parent phase.

## Why the rule is not sufficient

**Proposition 1.** In a structure with inversion symmetry, let both modes lie at the same $X$ point and have definite parity under inversion through a cation. Then $\gamma$ vanishes if their parities are equal.

*Proof.* Inversion moves a displacement to the opposite position and reverses its direction. It changes $P$ into $-P$ and multiplies $Q_1Q_2$ by the product of the parities. For equal parities this product is $+1$, so $\gamma PQ_1Q_2$ changes sign although the energy does not. $\square$

For one such pair, the total energies of the fluorite model give $|\gamma|$ below $2\times10^{-15}$ hartree/bohr³. A test confirmed that the same pair does couple in the strained, shifted crystal, where inversion is absent.

## An allowed coupling in fluorite

The cations sit at $\tfrac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even, and the anions at $\tfrac a2(i+\tfrac12,j+\tfrac12,l+\tfrac12)$ with integer $i,j,l$. Each anion has four nearest cations. The vector from such a cation to the anion is $\tfrac a4(\sigma_1,\sigma_2,\sigma_3)$, where $\sigma_1=+1$ if $n_1=i$ and $\sigma_1=-1$ if $n_1=i+1$, and likewise for the other axes. Because $n_1+n_2+n_3$ is even,

$$\sigma_1\sigma_2\sigma_3=(-1)^{n_1+n_2+n_3-i-j-l}=(-1)^{i+j+l}\equiv s .$$

The tetrahedra thus alternate between two orientations. Keep the cations at rest and displace the anions by

$$u_x=Q_2(-1)^l,\qquad u_y=P,\qquad u_z=Q_1(-1)^{i+j}.$$

Both $Q_1$ and $Q_2$ belong to $X_z$. Inversion through the cation at the origin sends $i\to-i-1$, and similarly for $j$ and $l$. It preserves $(-1)^{i+j}$ and reverses $(-1)^l$; with the reversal of the displacement itself, $Q_1$ is odd and $Q_2$ is even. Neither selection rule forbids their coupling.

**Proposition 2.** Let nearest cations and anions interact through a central potential $\varphi(r)$ with $\varphi'(r_0)=0$ at the bond length $r_0=\sqrt3\,a/4$, and let anions interact with each other through central pair potentials. Then, per formula unit,

$$\gamma=\frac{8}{3\sqrt3}\left[\varphi'''(r_0)-\frac{3\varphi''(r_0)}{r_0}\right],\qquad K=\frac83\varphi''(r_0).$$

*Proof.* A uniform $P$ changes no anion–anion distance, so only cation–anion bonds matter. For a function of $r$ alone, $\partial_xf=x\,(f'/r)$. Applying this along three different axes gives

$$\partial_x\partial_y\partial_z\varphi=xyz\left(\frac1r\frac{d}{dr}\right)^3\varphi
=xyz\left[\frac{\varphi'''}{r^3}-\frac{3\varphi''}{r^4}+\frac{3\varphi'}{r^5}\right].$$

Here $xyz=s(a/4)^3=s\,r_0^3/(3\sqrt3)$, the same for all four bonds. Since $\varphi'(r_0)=0$, the energy of one anion contains

$$s\,c\,u_xu_yu_z,\qquad c=\frac{4}{3\sqrt3}\left[\varphi'''-\frac{3\varphi''}{r_0}\right].$$

The displacements give $u_xu_yu_z=(-1)^{i+j+l}PQ_1Q_2=s\,PQ_1Q_2$. As $s^2=1$, every anion contributes $cPQ_1Q_2$, and the two anions of a formula unit give $\gamma=2c$.

For the curvature,

$$\partial_y^2\varphi=\frac{\varphi'}r+\frac{y^2}{r^2}\left(\varphi''-\frac{\varphi'}r\right)=\frac{\varphi''}3,$$

because $\varphi'=0$ and $y^2/r^2=1/3$. Four bonds for each of two anions give $K=8\varphi''/3$. $\square$

The modes thus pair the alternating displacements with the alternating tetrahedra. If $Q_2$ is replaced by the $X_x$ pattern $u_x=Q_2(-1)^i$, the total sign is $s(-1)^{i+j}(-1)^i=(-1)^{i+l}$, which averages to zero over the crystal.

## Induced polar displacement

At fixed small $Q_1$ and $Q_2$, the part of the energy that depends on $P$ is $\tfrac12KP^2+\gamma PQ_1Q_2$ at leading order. Setting its derivative $KP+\gamma Q_1Q_2$ to zero and substituting the result gives

$$P=-\frac{\gamma Q_1Q_2}K,\qquad
\Delta E=\frac{(\gamma Q_1Q_2)^2}{2K}-\frac{(\gamma Q_1Q_2)^2}{K}=-\frac{(\gamma Q_1Q_2)^2}{2K}.$$

For a Morse bond $\varphi=D[1-\mathrm e^{-\alpha(r-r_0)}]^2$, expansion in $x=r-r_0$ gives $D(\alpha^2x^2-\alpha^3x^3+\dots)$. Hence $\varphi''=2D\alpha^2$ and $\varphi'''=-6D\alpha^3$, and

$$\frac P{Q_1Q_2}=-\frac1{\sqrt3}\left(\frac{\varphi'''}{\varphi''}-\frac3{r_0}\right)=\sqrt3\left(\alpha+\frac1{r_0}\right).$$

The depth $D$ cancels. The term with $\alpha$ comes from the softening of a stretched bond; the term $1/r_0$ is geometric and remains for a spring with $\varphi'''=0$. For $\alpha r_0\gg1$ the anharmonicity of the bond dominates.

The model uses $r_0=4$ bohr, $\alpha=1$ bohr⁻¹ and $D=0.10$ hartree. Its anion–anion bonds are Morse bonds of depth 0.02 hartree, with their minimum at the neighbour distance $a/2$. These are round parameters, not those of hafnia, and long-range Coulomb forces and electronic response are left out. With $\varphi''=0.2$ hartree/bohr² and $\varphi'''=-0.6$ hartree/bohr³,

$$\gamma=\frac8{3\sqrt3}\left(-0.6-\frac{3\times0.2}{4}\right)=-1.155\ \text{hartree/bohr}^3,\qquad K=0.533\ \text{hartree/bohr}^2 .$$

Differences of total energies reproduce this $\gamma$ to all printed digits. For $Q_1=Q_2=0.1$ bohr, the leading-order results are

$$P=\frac{1.155\times0.01}{0.533}=0.0217\ \text{bohr},\qquad
\Delta E=-\frac{(0.01155)^2}{2\times0.533}=-1.25\times10^{-4}\ \text{hartree}.$$

Solving the full force balance for $P$ gives 0.0212 bohr, or 1.12 pm, and an energy change of $-1.23\times10^{-4}$ hartree, or $-3.35$ meV, per formula unit. The displacement lies 2.0 percent below its leading-order value.

The selection rules also fix how this error scales. For a term $P^{\,m}Q_1^{\,n}Q_2^{\,q}$, translation requires $n+q$ to be even and inversion requires $m+n$ to be even, so the three powers are all even or all odd. The first corrections are $PQ_1^3Q_2$, $PQ_1Q_2^3$, $P^2Q_1^2$ and $P^2Q_2^2$, each of relative order $Q^2$. Terms with $P^3$ or $P^4$ enter later because $P$ is itself of order $Q^2$. The deviations of $-0.32$ percent at 0.04 bohr and $-0.081$ percent at 0.02 bohr have the expected ratio of about four.

The same parity argument shows that the energy is unchanged when $P$ and $Q_1$ are reversed together. The solution with reversed $Q_1$ is indeed $-0.0212$ bohr. For the $X_z$, $X_x$ pair, translation requires even powers of both $Q$ amplitudes, and inversion then requires an even power of $P$. No force acts on $P$ at $P=0$, and the computed displacement is zero to rounding.

The numerical output also shows that both $X_z$ modes have the curvature $K$. In each, anions joined by a bond along the displacement direction move together, so no anion–anion bond is stretched at first order. The bonds transverse to the displacement lengthen only at second order, and this adds nothing to the curvature here because the anion–anion bonds of the model sit at their minimum and carry no force. Only the cation–anion restoring force remains, and it is the same along all three axes. If the anion–anion bonds were compressed, both curvatures would fall below $K$, by different amounts, while $K$ and $\gamma$ would not change. Since these curvatures are positive, small $Q_1$ and $Q_2$ would relax back to zero if released. The example therefore describes the polar response to imposed distortions, not a spontaneous ferroelectric transition.

## Values computed for the example and the checks

```
MODEL INPUT
A-B bond length r0 = 4.0 bohr
Morse exponent alpha = 1.0 1/bohr
Morse depth A-B = 0.10 hartree
Morse depth B-B = 0.02 hartree
cubic lattice constant a = 9.2376 bohr
primitive cells in supercell = 64
SELECTION RULE (norms of dH/dP blocks, hartree/bohr^3)
wavevector pairs, total = 4096
pairs with k1+k2=G = 64
fluorite, smallest allowed = 1.7436
fluorite, largest forbidden = 2.3e-14
fluorite, pair X_z, X_z = 1.7436
fluorite, pair X_z, X_x = 0.0000
fluorite, pair W, W = 0.0000
fluorite, pair W, -W = 1.7436
low symmetry, smallest allowed = 1.5984
low symmetry, largest forbidden = 1.7e-13
one altered bond, smallest k1+k2!=G block = 0.0110
frozen X_z amplitude = 0.1 bohr
frozen X_z, smallest k1+k2=X_z block = 0.3493
frozen X_z, largest still forbidden = 1.9e-14
COUPLING PER FORMULA UNIT
phi'' at r0 = 0.200 hartree/bohr^2
phi''' at r0 = -0.600 hartree/bohr^3
gamma, closed form = -1.154701 hartree/bohr^3
gamma, from energies = -1.154701 hartree/bohr^3
|gamma|, different X points = 2.3e-15 hartree/bohr^3
|gamma|, same X, equal parity = 1.7e-15 hartree/bohr^3
polar curvature K, closed form = 0.533333 hartree/bohr^2
polar curvature K, from Hessian = 0.533333 hartree/bohr^2
odd X_z mode curvature = 0.533333 hartree/bohr^2
even X_z mode curvature = 0.533333 hartree/bohr^2
INDUCED POLAR DISPLACEMENT AT CLAMPED Q1 = Q2
Q1 = Q2 = 0.1 bohr
P/(Q1 Q2), leading order = 2.165064 1/bohr
P, leading order = 0.021651 bohr
P, full model = 0.021226 bohr = 1.1232 pm
P, full model, Q1 reversed = -0.021226 bohr
|P|, different X points = 1.1e-15 bohr
relative deviation of P = -1.96 percent
relative deviation at Q=0.04 bohr = -0.3225 percent
relative deviation at Q=0.02 bohr = -0.0809 percent
energy change, leading order = -1.2500e-04 hartree
energy change, full model = -1.2306e-04 hartree = -3.349 meV
```
